**Quadrupole coupling to the lattice field gradient: Ewald tensor and energy tests**

For a rigid localized charge with charge $q$, dipole $p$ and second moments $M$, repeated on a lattice of cell volume $V=L^3$ with neutralizing background, $\Delta E=\tfrac12q^2\psi_0+\tfrac{2\pi}{3V}\operatorname{tr}W+\tfrac12\Lambda:W+O(L^{-5})$, where $W=qM-pp$, $\psi$ is the periodic Coulomb kernel minus $1/r$, and $\Lambda$ is the traceless part of $T=\partial\partial\psi(0)$. The program asserts that the Ewald tensor matches finite differences of $\psi$ in a triclinic cell, is independent of the splitting parameter, has trace $4\pi/V$, has $\Lambda=0$ for sc, bcc and fcc, and agrees with layer and chain series for simple tetragonal cells. It asserts that the extrapolated $a^{-3}$ coefficient of raw reciprocal sums for Gaussian models (triclinic, cubic, neutral with and without dipole) equals $\tfrac12T:W$, and that the residual exponent is 3 without $\Lambda$ and 5 with it. For HCO$^+$ at RHF/cc-pVDZ it asserts origin invariance of $W$, agreement of the coefficient with the full rigid density in two orientations, and a relaxation exponent of 6. The output gives $V\Lambda_{zz}=-5.1335$ at $c/a=1.5$, a non-cubic zero at $c/a=1.1337$ for body-centred tetragonal, and an orientation splitting of $-10.75$ meV (formula) against $-10.82$ meV (full density) for $a=20$, $c=30$ bohr.

## Check in Python

```python
# Result under test (Hartree units). A rigid localized charge n(r) with charge q, dipole p,
# second moments M_ab = int n r_a r_b is repeated on a lattice (volume V) with a neutralizing
# background. psi(r) = periodic Coulomb kernel - 1/r, psi0 = psi(0), T_ab = d_a d_b psi(0),
# T = (4 pi/3V) 1 + Lam (Lam traceless), W_ab = q M_ab - p_a p_b. Then
#   dE = E_periodic - E_isolated = q^2 psi0/2 + (2 pi/3V) tr W + Lam:W/2 + O(L^-5).
# T comes from Ewald sums and is checked by finite differences, layer sums and chain sums.
# g = c/a; Theta = W_par - W_perp (axial traceless quadrupole at the centre of charge, q = 1).
import numpy as np
import mpmath as mp
from scipy.special import erf, erfc, k0
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf, lib
from pyscf.gto.ft_ao import ft_aopair
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
pi, sqpi, I3 = np.pi, np.sqrt(np.pi), np.eye(3)
meV = 1e3*physical_constants['Hartree energy in eV'][0]

def points(B, cut):
    n = np.ceil(cut*np.linalg.norm(np.linalg.inv(B).T, axis=1)).astype(int)
    idx = np.stack(np.meshgrid(*[np.arange(-k, k+1) for k in n], indexing='ij'), -1).reshape(-1, 3)
    v = idx @ B
    r = np.linalg.norm(v, axis=1)
    return v[(r > 1e-12) & (r <= cut)]

def setup(A, s):
    V = abs(np.linalg.det(A)); eta = s*sqpi/V**(1/3)
    return V, eta, points(A, 6.3/eta), points(2*pi*np.linalg.inv(A).T, 12.6*eta)

def psi(A, r, s=1.0):
    V, eta, R, G = setup(A, s)
    d = np.linalg.norm(R + r, axis=1); G2 = (G**2).sum(1); x = np.linalg.norm(r)
    own = -erf(eta*x)/x if x > 0 else -2*eta/sqpi
    return (own + (erfc(eta*d)/d).sum() - pi/(eta**2*V)
            + 4*pi/V*(np.exp(-G2/(4*eta**2))*np.cos(G @ r)/G2).sum())

def Tens(A, s=1.0):
    V, eta, R, G = setup(A, s)
    d = np.linalg.norm(R, axis=1); G2 = (G**2).sum(1)
    e = 2*eta*d/sqpi*np.exp(-(eta*d)**2)
    B = (erfc(eta*d) + e)/d**3
    C = (3*erfc(eta*d) + e*(3 + 2*(eta*d)**2))/d**5
    return ((4*eta**3/(3*sqpi) - B.sum())*I3 + (R.T*C) @ R
            - 4*pi/V*(G.T*(np.exp(-G2/(4*eta**2))/G2)) @ G)

def Lam(A): return Tens(A) - 4*pi/(3*abs(np.linalg.det(A)))*I3
def tet(g): return np.diag([1.0, 1.0, g])
def bct(g): return 0.5*np.array([[-1, 1, g], [1, -1, g], [1, 1, -g]])
zero = np.zeros(3)

# ---- Ewald tensor: finite differences, eta independence, trace, scaling, cubic lattices
tri = np.array([[1, 0, 0], [0.2, 1.1, 0], [0.1, -0.15, 1.3]])
Tt = Tens(tri)
assert np.abs(Tt - Tens(tri, 1.4)).max() < 1e-10 and abs(psi(tri, zero) - psi(tri, zero, 1.4)) < 1e-11
assert abs(np.trace(Tt) - 4*pi/np.linalg.det(tri)) < 1e-10
assert np.abs(Tens(7*tri)*343 - Tt).max() < 1e-10
for u in ([1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 0], [1, 0, 1], [0, 1, 1]):
    u = np.array(u)/np.linalg.norm(u)
    f = lambda h: 2*(psi(tri, h*u) - psi(tri, zero))/h**2
    assert abs((4*f(0.01) - f(0.02))/3 - u @ Tt @ u) < 1e-5
fcc = 0.5*np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.0]])
for A in (tet(1.0), bct(1.0), fcc, bct(2**0.5)):
    assert np.abs(Lam(A)).max() < 1e-10

# ---- layer and chain series (no Ewald splitting)
S3 = float(4*mp.zeta(1.5)*(mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75))/8)   # 4 zeta(3/2) beta(3/2)
z3 = float(mp.zeta(3))
k = np.arange(-600, 601); rr = np.hypot(*np.meshgrid(k, k)); rr = rr[(rr > 0) & (rr <= 600)]
assert abs((rr**-3).sum() + 2*pi/600 - S3) < 1e-5
k = np.arange(-20, 21); mm, nn = [x.ravel() for x in np.meshgrid(k, k)]
keep = (mm != 0) | (nn != 0)
rho = np.hypot(mm, nn)[keep]; sgn = (1 - 2*((mm + nn) % 2))[keep]
def layer(g):
    e = np.exp(-2*pi*rho*g); return 8*pi/(3*g) - S3 + 8*pi**2*(rho*e/(1 - e)).sum()
def layer_bct(g):
    e = sgn*np.exp(-pi*rho*g); return 16*pi/(3*g) - S3 + 8*pi**2*(rho*e/(1 - e)).sum()
def chain(g):
    t = 4*z3 - 16*pi**2*sum(j*j*k0(2*pi*j*rho/g).sum() for j in range(1, 21))
    return t/g**3 - 4*pi/(3*g)
print("4 zeta(3/2) beta(3/2) = %.7f ; 4 zeta(3) = %.7f" % (S3, 4*z3))
print("simple tetragonal: c/a, V*Lam_zz (Ewald, layers, chains), alpha for L=V^(1/3), dimensionless")
prev = np.inf
for g in (0.5, 0.75, 0.9, 1.0, 1.1, 1.25, 1.5, 2.0, 3.0):
    L = Lam(tet(g)); z = L[2, 2]
    assert np.abs(L - z*np.diag([-0.5, -0.5, 1])).max() < 1e-9
    assert abs(z - layer(g)) < 1e-9 and abs(z - chain(g)) < 1e-9
    assert z < prev; prev = z
    print("  %.2f  %10.6f %10.6f %10.6f   %9.6f" % (g, g*z, g*layer(g), g*chain(g), -psi(tet(g), zero)*g**(1/3)))
assert abs(3*Lam(tet(3.0))[2, 2] - (8*pi/3 - 3*S3)) < 1e-4
assert abs(0.3*Lam(tet(0.3))[2, 2] - (4*z3/0.09 - 4*pi/3)) < 1e-4
slope = (1.001*Lam(tet(1.001))[2, 2] - 0.999*Lam(tet(0.999))[2, 2])/0.002
e1 = np.exp(-2*pi*rho)
assert abs(slope - (-8*pi/3 - 16*pi**3*(rho**2*e1/(1 - e1)**2).sum())) < 1e-3
print("d(V*Lam_zz)/d(c/a) at c=a: %.4f" % slope)
grid = np.linspace(1.05, 1.35, 13); vals = [Lam(bct(g))[2, 2] for g in grid]
flips = [i for i in range(12) if vals[i]*vals[i+1] < 0]
assert len(flips) >= 1 and all(abs(v - layer_bct(g)) < 1e-9 for g, v in zip(grid, vals))
g0 = brentq(lambda g: Lam(bct(g))[2, 2], grid[flips[0]], grid[flips[0]+1], xtol=1e-12)
assert abs(layer_bct(g0)) < 1e-9
print("bct: a^3*Lam_zz = %.5f at c/a=1.10, %.5f at c/a=1.20; non-cubic zero at c/a = %.5f"
      % (layer_bct(1.1), layer_bct(1.2), g0))

# ---- Gaussian models: raw reciprocal sum minus isolated energy by quadrature
xg, wg = np.polynomial.legendre.leggauss(200); xg = (xg + 1)/2; wg = wg/2
tq, wq = xg/(1 - xg), wg/(1 - xg)**2
def gauss_dE(A, model):
    smin = min(np.linalg.eigvalsh(S)[0] for _, _, S in model)
    G = points(2*pi*np.linalg.inv(A).T, np.sqrt(34/smin))
    n = sum(q*np.exp(-0.5*((G @ S)*G).sum(1) - 1j*(G @ d)) for q, d, S in model)
    Eper = 2*pi/abs(np.linalg.det(A))*(np.abs(n)**2/(G**2).sum(1)).sum()
    Eiso = 0.0
    for q1, d1, S1 in model:
        for q2, d2, S2 in model:
            s, U = np.linalg.eigh(S1 + S2); y = U.T @ (d1 - d2)
            D = 1 + 2*np.outer(tq**2, s)
            Eiso += q1*q2/sqpi*(wq*np.exp(-tq**2*(y**2/D).sum(1))/np.sqrt(D.prod(1))).sum()
    return Eper - Eiso
def gauss_W(model):
    q = sum(m[0] for m in model); p = sum(m[0]*m[1] for m in model)
    M = sum(m[0]*(m[2] + np.outer(m[1], m[1])) for m in model)
    return q, q*M - np.outer(p, p)
def extrapolate(sizes, y): return np.polyfit((sizes[0]/sizes)**2, y, len(sizes) - 1)[-1]
Sa = np.array([[1.3, 0.2, 0.3], [0.2, 1.5, -0.1], [0.3, -0.1, 1.9]]); Sb = np.diag([1.0, 1.2, 1.1])
d = np.array([0.5, -0.4, 0.9]); sizes = np.array([18., 22., 27., 33.])
print("Gaussian models, a^-3 coefficient (Ha bohr^3): extrapolated, T:W/2, trace part only")
for name, A, model in (("triclinic q=1", tri, [(1.5, zero, Sa), (-0.5, d, Sb)]),
                       ("cubic q=1", tet(1.0), [(1.5, zero, Sa), (-0.5, d, Sb)]),
                       ("c/a=1.5 q=0 p=0", tet(1.5), [(1., zero, Sa), (-1., zero, Sb)]),
                       ("c/a=1.5 q=0 p!=0", tet(1.5), [(1., zero, Sa), (-1., d, Sb)])):
    q, W = gauss_W(model); p0 = psi(A, zero)
    c3 = extrapolate(sizes, [a**3*(gauss_dE(a*A, model) - q*q*p0/(2*a)) for a in sizes])
    pred = 0.5*(Tens(A)*W).sum()
    assert abs(c3 - pred) < 2e-4
    print("  %-17s %10.5f %10.5f %10.5f" % (name, c3, pred, 2*pi*np.trace(W)/(3*np.linalg.det(A))))
model = [(1.0, zero, np.diag([1., 1., 2.]))]; q, W = gauss_W(model); A = tet(1.5); res = []
for a in (27., 33.):
    r1 = gauss_dE(a*A, model) - psi(A, zero)/(2*a) - 2*pi*np.trace(W)/(4.5*a**3)
    res.append((r1, r1 - 0.5*(Lam(A)*W).sum()/a**3))
ex = [np.log(res[0][i]/res[1][i])/np.log(33/27) for i in (0, 1)]
assert abs(ex[0] - 3) < 0.1 and abs(ex[1] - 5) < 0.1
print("residual exponent, a=27->33 bohr: without Lam %.3f, with Lam %.3f" % tuple(ex))

# ---- worked example: HCO+ (RHF/cc-pVDZ), rigid density
bond = 2.1
mol = gto.M(atom=[['H', (0, 0, -bond)], ['C', (0, 0, 0)], ['O', (0, 0, bond)]], unit='Bohr',
            basis='cc-pvdz', charge=1, verbose=0)
def run(h1=None, dm0=None):
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.max_cycle = 100
    if h1 is not None:
        h = mf.get_hcore() + h1
        mf.get_hcore = lambda *args: h
    E = mf.kernel(dm0); assert mf.converged
    return E, mf.make_rdm1()
E0, D = run(); Z, X, nao = mol.atom_charges(), mol.atom_coords(), mol.nao
def moments(o):
    with mol.with_common_orig(o):
        r1 = mol.intor('int1e_r'); r2 = mol.intor('int1e_rr').reshape(3, 3, nao, nao)
    Y = X - o
    q = Z.sum() - (D*mol.intor('int1e_ovlp')).sum()
    return q, Z @ Y - np.einsum('aij,ij->a', r1, D), (Y.T*Z) @ Y - np.einsum('abij,ij->ab', r2, D), r2
q, p, M, _ = moments(zero); W = q*M - np.outer(p, p)
q2, p2, M2, _ = moments(np.array([0.7, -1.1, 2.3]))
assert np.abs(q2*M2 - np.outer(p2, p2) - W).max() < 1e-8 and np.abs(M2 - M).max() > 0.1
assert abs(W[0, 0] - W[1, 1]) < 1e-6
Theta = W[2, 2] - W[0, 0]
def nk(kperp, kpar):
    K = np.stack([kperp, 0*kperp, kpar], 1); out = np.exp(-1j*K @ X.T) @ Z
    for i in range(0, len(K), 800):
        out[i:i+800] -= np.einsum('gij,ij->g', ft_aopair(mol, K[i:i+800]), D)
    return out
assert abs(nk(np.array([0.0]), np.array([1e-3]))[0].imag/1e-3 + p[2]) < 1e-3
xk, wk = np.polynomial.legendre.leggauss(48); xm, wm = np.polynomial.legendre.leggauss(24)
def ion_dE(a, g, s=8.0):
    # smooth erf part of the kernel: lattice sum minus isolated integral; erfc images negligible
    eta = s/a; km = 2*eta*np.sqrt(30.); V = g*a**3
    kk, mu = np.meshgrid(km*(xk + 1)/2, (xm + 1)/2, indexing='ij'); w = np.outer(wk*km/2, wm/2).ravel()
    kk, mu = kk.ravel(), mu.ravel()
    Eiso = (w*np.abs(nk(kk*np.sqrt(1 - mu**2), kk*mu))**2*np.exp(-kk**2/(4*eta**2))).sum()/pi
    G = points(2*pi*np.linalg.inv(a*tet(g)).T, km); G = G[(G > -1e-9).all(1)]
    G2 = (G**2).sum(1); wt = 2.0**(G > 1e-9).sum(1)*np.exp(-G2/(4*eta**2))/G2*2*pi/V
    out = []
    for ax in (2, 0):
        kp = np.sqrt(np.maximum(G2 - G[:, ax]**2, 0))
        out.append((wt*np.abs(nk(kp, G[:, ax]))**2).sum() - Eiso - pi*q*q/(2*eta**2*V))
    return np.array(out)
g = 1.5; sizes = np.array([20., 24., 30., 36.]); A = tet(g)
dE = np.array([ion_dE(a, g) for a in sizes])
assert np.abs(ion_dE(20., g, 9.0) - dE[0]).max() < 1e-8
Wx = np.diag([W[2, 2], W[0, 0], W[0, 0]]); p0 = psi(A, zero)
fit = [extrapolate(sizes, sizes**3*(dE[:, i] - q*q*p0/(2*sizes))) for i in (0, 1)]
pre = [0.5*(Tens(A)*Y).sum() for Y in (W, Wx)]
assert abs(fit[0] - pre[0]) < 2e-3 and abs(fit[1] - pre[1]) < 2e-3
assert abs((fit[0] - fit[1])/(0.75*Lam(A)[2, 2]*Theta) - 1) < 1e-3
a = sizes[0]; V = g*a**3; Lz = Lam(a*A)[2, 2]
print("HCO+ RHF/cc-pVDZ, bonds %.1f bohr, E = %.6f Ha, q = %.4f e" % (bond, E0, q))
print("origin at C: p_z = %.5f e bohr, M_zz = %.5f, M_xx = %.5f e bohr^2" % (p[2], M[2, 2], M[0, 0]))
print("W_par = %.5f, W_perp = %.5f, tr W = %.5f e^2 bohr^2" % (W[2, 2], W[0, 0], np.trace(W)))
print("Theta (centre of charge) = %.5f e bohr^2" % (Theta/q))
print("cell a = %.0f, c = %.0f bohr, V = %.0f bohr^3, L = %.4f bohr" % (a, g*a, V, V**(1/3)))
print("psi0 = %.7f 1/bohr, 4pi/3V = %.5e, Lam_zz = %.5e 1/bohr^3" % (p0/a, 4*pi/(3*V), Lz))
mono, iso = q*q*p0/(2*a), 2*pi*np.trace(W)/(3*V)
print("monopole term = %.7f Ha, trace term = %.7f Ha" % (mono, iso))
for i, (nm, t) in enumerate((("c", 0.5*Lz*Theta), ("a", -0.25*Lz*Theta))):
    print("ion along %s: Lam term = %.4e Ha = %.3f meV" % (nm, t, t*meV))
    print("   sum = %.7f Ha, full density = %.7f Ha, remainder = %.2e Ha"
          % (mono + iso + t, dE[0, i], dE[0, i] - mono - iso - t))
    print("   a^-3 coefficient: extrapolated %.4f, T:W/2 %.4f Ha bohr^3" % (fit[i], pre[i]))
print("splitting c minus a: formula %.3f meV, full density %.3f meV"
      % (0.75*Lz*Theta*meV, (dE[0, 0] - dE[0, 1])*meV))
r2 = moments(p/q)[3]; relax = []
for a in (20., 30.):
    h1 = -0.5*q*np.einsum('ab,abij->ij', Tens(a*A), r2)
    relax.append(run(h1, D)[0] - E0 - (D*h1).sum())
exr = np.log(relax[0]/relax[1])/np.log(1.5)
assert relax[0] < 0 and relax[1] < 0 and abs(exr - 6) < 0.15
print("relaxation, ion along c: %.3e Ha (a=20), %.3e Ha (a=30), exponent %.3f" % (*relax, exr))
print("no test failed")
```

It prints:

```
4 zeta(3/2) beta(3/2) = 9.0336217 ; 4 zeta(3) = 4.8082276
simple tetragonal: c/a, V*Lam_zz (Ewald, layers, chains), alpha for L=V^(1/3), dimensionless
  0.50   15.041020  15.041020  15.041020    2.328106
  0.75    4.245927   4.245927   4.245927    2.757119
  0.90    1.392299   1.392299   1.392299    2.826672
  1.00   -0.000000  -0.000000   0.000000    2.837297
  1.10   -1.183998  -1.183998  -1.183998    2.828491
  1.25   -2.752593  -2.752593  -2.752593    2.787920
  1.50   -5.133521  -5.133521  -5.133521    2.665826
  2.00   -9.687443  -9.687443  -9.687443    2.275218
  3.00  -18.723278 -18.723278 -18.723278    1.094195
d(V*Lam_zz)/d(c/a) at c=a: -12.6904
bct: a^3*Lam_zz = -0.01426 at c/a=1.10, 0.03046 at c/a=1.20; non-cubic zero at c/a = 1.13373
Gaussian models, a^-3 coefficient (Ha bohr^3): extrapolated, T:W/2, trace part only
  triclinic q=1        6.23570    6.23570    6.56878
  cubic q=1            9.39336    9.39336    9.39336
  c/a=1.5 q=0 p=0     -0.00000    0.00000    0.00000
  c/a=1.5 q=0 p!=0    -0.66818   -0.66818   -1.70344
residual exponent, a=27->33 bohr: without Lam 2.985, with Lam 4.985
HCO+ RHF/cc-pVDZ, bonds 2.1 bohr, E = -112.977271 Ha, q = 1.0000 e
origin at C: p_z = -0.71453 e bohr, M_zz = -4.85062, M_xx = -6.59215 e bohr^2
W_par = -5.36117, W_perp = -6.59215, tr W = -18.54548 e^2 bohr^2
Theta (centre of charge) = 1.23098 e bohr^2
cell a = 20, c = 30 bohr, V = 12000 bohr^3, L = 22.8943 bohr
psi0 = -0.1164407 1/bohr, 4pi/3V = 3.49066e-04, Lam_zz = -4.27793e-04 1/bohr^3
monopole term = -0.0582203 Ha, trace term = -0.0032368 Ha
ion along c: Lam term = -2.6330e-04 Ha = -7.165 meV
   sum = -0.0617204 Ha, full density = -0.0617133 Ha, remainder = 7.19e-06 Ha
   a^-3 coefficient: extrapolated -28.0008, T:W/2 -28.0008 Ha bohr^3
ion along a: Lam term = 1.3165e-04 Ha = 3.582 meV
   sum = -0.0613255 Ha, full density = -0.0613156 Ha, remainder = 9.85e-06 Ha
   a^-3 coefficient: extrapolated -24.8412, T:W/2 -24.8412 Ha bohr^3
splitting c minus a: formula -10.747 meV, full density -10.820 meV
relaxation, ion along c: -1.504e-06 Ha (a=20), -1.320e-07 Ha (a=30), exponent 6.002
no test failed
```
